\section*{Primary Astigmatism and the Best Foci of Horizontal and Vertical Gratings}

\section{Problem}

A projection lens images a mask in air at wavelength $\lambda=193$~nm with numerical aperture $\mathrm{NA}=0.6$. Its only aberration is the primary astigmatism
\begin{equation}
W(\rho,\theta)=c\lambda\,\rho^2\cos 2\theta ,\qquad c=0.010 ,
\label{W}
\end{equation}
where $\rho$ is the pupil radius scaled to 1 at the edge and $\theta$ is the pupil angle measured from the $x$ axis. This is the fringe-Zernike convention: $c$ is the largest value of the error in waves, here 10 milliwaves, and not its rms. Positive $W$ means a longer optical path.

The mask carries a thin grating of equal lines and spaces with pitch $p$, measured at wafer scale. In a vertical grating (V) the lines run along $y$; in a horizontal one (H) they run along $x$. The source is incoherent and covers a continuous range of directions. The image plane lies at $z$, positive away from the lens, and defocus is treated paraxially. Best focus is the plane in which the fringe amplitude, the modulus of the first harmonic of the intensity, is largest.

\begin{enumerate}
\item Show that astigmatism acts on the whole image of either grating as a pure displacement in $z$.
\item Show that without astigmatism the best focus is $z=0$, and say when this fails.
\item Show that the two best foci lie about 21~nm apart.
\item For $p=360$~nm and a disc source of radius $\sigma=0.6$ in pupil units, find what this separation costs in focus window.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Write $W$ in Cartesian pupil coordinates. Which coordinate do all diffraction orders of a vertical grating share when one source point illuminates the mask?
\item A phase common to all orders from one source point drops out of the intensity.
\item Which Fourier coefficients of a grating with equal lines and spaces vanish? Which pairs of neighbouring orders can then feed the first harmonic?
\item The modulus of a sum of complex numbers is at most the sum of their moduli.
\end{enumerate}

\section{Solution}

\subsection{The phase in the pupil}

Let $u=\rho\cos\theta$ and $v=\rho\sin\theta$. Since $\cos2\theta=\cos^2\theta-\sin^2\theta$, the aberration is $W=c\lambda(u^2-v^2)$.

A plane wave from pupil radius $\rho$ travels at an angle to the axis whose sine is $\mathrm{NA}\,\rho$. With time factor $e^{-i\omega t}$, moving the image plane by $z$ multiplies it by $\exp[(2\pi i/\lambda)z\sqrt{1-\mathrm{NA}^2\rho^2}]$. The paraxial form keeps the first two terms of the root,
\begin{equation}
z\sqrt{1-\mathrm{NA}^2\rho^2}\approx z-\tfrac12 z\,\mathrm{NA}^2\rho^2 .
\end{equation}
A longer path adds a positive phase in the same convention, so the total phase is
\begin{equation}
\Phi(u,v)=\frac{2\pi}{\lambda}\Big[c\lambda(u^2-v^2)+z-\tfrac12 z\,\mathrm{NA}^2(u^2+v^2)\Big].
\label{phase}
\end{equation}

\subsection{Astigmatism as a displacement}

Write the transmission of the vertical grating as $\sum_m a_m e^{2\pi i m x/p}$. Neighbouring orders differ by $\lambda/p$ in direction sine, hence by
\begin{equation}
q=\frac{\lambda}{p\,\mathrm{NA}}
\end{equation}
in the pupil. A source point $s=(s_x,s_y)$ sends order $m$ to $(s_x+mq,\,s_y)$. Different source points are mutually incoherent, so their intensities add with weights $w_s$, where $\sum_s w_s=1$:
\begin{equation}
I_V(x;z,c)=\sum_s w_s\Big|\sum_m a_m P_m e^{i\Phi(s_x+mq,\,s_y)}e^{2\pi i m x/p}\Big|^2 .
\label{abbe}
\end{equation}
Here $P_m=1$ if the order falls inside the pupil and $P_m=0$ otherwise. For a continuous source the sum over $s$ stands for an integral.

Now collect the terms of (\ref{phase}) in $u^2$ and $v^2$:
\begin{equation}
\Phi=\frac{2\pi}{\lambda}\Big[z-\big(c\lambda+\tfrac12 z\,\mathrm{NA}^2\big)v^2\Big]
+\frac{2\pi}{\lambda}\Big(c\lambda-\tfrac12 z\,\mathrm{NA}^2\Big)u^2 .
\end{equation}
For a given source point every order has $v=s_y$. The first bracket is then the same for all $m$, and the modulus in (\ref{abbe}) removes it. The remaining coefficient can be written
\begin{equation}
c\lambda-\tfrac12 z\,\mathrm{NA}^2=-\tfrac12\mathrm{NA}^2(z-\Delta),\qquad
\Delta=\frac{2c\lambda}{\mathrm{NA}^2}.
\label{delta}
\end{equation}
This is the coefficient of a lens without astigmatism at the plane $z-\Delta$. For the horizontal grating the orders lie at $(s_x,s_y+mq)$. They share $u$, and the coefficient that matters is that of $v^2$, namely $-c\lambda-\tfrac12 z\,\mathrm{NA}^2=-\tfrac12\mathrm{NA}^2(z+\Delta)$. Therefore
\begin{equation}
I_V(x;z,c)=I_V(x;z-\Delta,0),\qquad I_H(y;z,c)=I_H(y;z+\Delta,0).
\label{shift}
\end{equation}
Nothing was assumed about the $a_m$, the pitch or the source weights, so within paraxial defocus the displacement is the same for all of them. The geometrical meaning is simple. For $c>0$ the path grows towards the pupil edge along $x$. The wavefront is less strongly curved in that direction, and light spread along $x$ converges farther from the lens. Along $y$ the opposite holds.

\subsection{Best focus without astigmatism}

The first harmonic of (\ref{abbe}) is $I_1=p^{-1}\int_0^p I\,e^{-2\pi i x/p}\,dx$. The integral keeps products of orders whose indices differ by one:
\begin{equation}
I_1=\sum_s w_s\sum_m a_{m+1}a_m^*P_{m+1}P_m\,e^{i(\Phi_{m+1}-\Phi_m)} .
\end{equation}
With a clear space centred at $x=0$, the coefficients are
\begin{equation}
a_m=\frac1p\int_{-p/4}^{p/4}e^{-2\pi i m x/p}\,dx=\frac{\sin(\pi m/2)}{\pi m},\qquad a_0=\tfrac12 .
\end{equation}
All even orders except order 0 vanish. Two neighbouring orders always include an even one, so only the pairs $(0,+1)$ and $(-1,0)$ contribute. Both have the positive weight $a_0a_1=1/(2\pi)$, because $a_{-1}=a_1=1/\pi$. For $c=0$ their phases are
\begin{align}
\varphi_+&=-\frac{\pi\mathrm{NA}^2z}{\lambda}\big[(s_x+q)^2-s_x^2\big]=-\frac{\pi\mathrm{NA}^2z}{\lambda}(2s_xq+q^2),\label{phip}\\
\varphi_-&=-\frac{\pi\mathrm{NA}^2z}{\lambda}\big[s_x^2-(s_x-q)^2\big]=-\frac{\pi\mathrm{NA}^2z}{\lambda}(2s_xq-q^2).
\end{align}
The triangle inequality gives
\begin{equation}
|I_1(z)|=a_0a_1\Big|\sum_s w_sP_0\big(P_1e^{i\varphi_+}+P_{-1}e^{i\varphi_-}\big)\Big|
\le a_0a_1\sum_s w_sP_0(P_1+P_{-1})=I_1(0).
\end{equation}
Equality requires all contributing phases to agree up to multiples of $2\pi$. For $z\neq0$ each phase varies continuously with $s_x$, so they cannot agree if the contributing source points cover an interval of $s_x$. The maximum at $z=0$ is then unique. The horizontal grating needs the same condition on $s_y$.

The result fails when all contributing phases agree at some other $z$ as well, which is possible if the contributing source points lie only at isolated values of $s_x$. In one example the source consists of the two points $(\pm q/2,0)$, with $q/2\le1<3q/2$. From $s_x=-q/2$ only orders 0 and $+1$ enter the pupil, and (\ref{phip}) gives $\varphi_+=0$ for every $z$. From $s_x=+q/2$ only orders 0 and $-1$ enter, and $\varphi_-=0$. The fringe amplitude of the vertical grating does not depend on focus, and it has no best focus to displace. For the horizontal grating the same source has the single value $s_y=0$. If its first orders enter the pupil, which needs $5q^2/4\le1$, the amplitude is proportional to $|\cos(\pi\lambda z/p^2)|$, and the maximum at $z=0$ recurs at every multiple of $p^2/\lambda$.

\subsection{The separation}

By (\ref{shift}) the vertical grating is in best focus where $z-\Delta=0$ and the horizontal one where $z+\Delta=0$:
\begin{equation}
z_V-z_H=2\Delta=\frac{4c\lambda}{\mathrm{NA}^2}
=\frac{4\times0.010\times193\ \mathrm{nm}}{0.36}=21.4\ \mathrm{nm}.
\label{sep}
\end{equation}
A wavefront error of 1.93~nm at the pupil edge thus moves the foci by $\pm10.7$~nm. The gain $2/\mathrm{NA}^2=5.6$ arises because defocus by $z$ changes the paraxial path at the edge, relative to that at the pupil centre, by only $z\,\mathrm{NA}^2/2$ in size.

The normalization of $c$ matters. The mean of $W$ over the pupil is zero and its mean square is
\begin{equation}
\frac{c^2\lambda^2}{\pi}\int_0^1\rho^5d\rho\int_0^{2\pi}\cos^22\theta\,d\theta
=\frac{c^2\lambda^2}{\pi}\cdot\frac16\cdot\pi=\frac{c^2\lambda^2}{6}.
\end{equation}
The rms is $10/\sqrt6=4.08$ milliwaves. Had the 10 milliwaves been an rms value, the separation would be $\sqrt6$ times larger, 52.5~nm.

\subsection{The cost in focus window}

For $p=360$~nm, $q=193/(360\times0.6)=0.8935$. The numerical output lists a direct search for the largest fringe amplitude in images summed from (\ref{abbe}). It places the foci at $+10.72$ and $-10.72$~nm, as (\ref{shift}) requires.

At the compromise focus $z=0$ each grating is 10.72~nm out of focus and loses 0.05\,\% of its fringe amplitude, which is negligible. The effect shows in the range of usable focus. Let the window be the range of $z$ in which the amplitude stays above 90\,\% of its peak. Reversing $z$ reverses the sign of $\varphi_\pm$ and turns $I_1$ into its complex conjugate, so without astigmatism the window is symmetric, $|z|\le h$. The disc source gives both orientations the same $h$. With astigmatism the windows are $[\Delta-h,\Delta+h]$ and $[-\Delta-h,-\Delta+h]$, and their overlap has length
\begin{equation}
2h-2\Delta=309.4-21.4=288.0\ \mathrm{nm}.
\end{equation}
These two window lengths were computed with a source grid of step 0.025; for the continuous disc both are about 1~nm larger, 310 and 289~nm. The common window shrinks by the full separation, 7\,\% of its length. The small loss at $z=0$ and the larger loss of window are consistent: near its peak the amplitude falls quadratically with defocus, and the window is cut where the curve is already steep.

\subsection{Comparison with a real scanner}

The wavelength and aperture are those of an early dry ArF scanner, in rough terms; later dry tools reach apertures near 0.9. An astigmatism of 10 milliwaves is large for a well-corrected modern lens. The paraxial form of defocus is already inexact at this aperture: with the exact propagation path the separation in this example is 19.6~nm, 9\,\% below (\ref{sep}). The focus windows shorten in the same proportion, from 310 and 289~nm to about 284 and 264~nm, so the relative loss of window stays at 7\,\%. Adding the vector character of unpolarized light, or instead averaging the scalar image through a transparent 300~nm resist of index 1.7 without reflections, leaves 19.6~nm. Standing waves in the resist are not included. The thin mask is the more delicate assumption. A real absorber can shift the phase of the diffracted orders relative to order 0, and one degree of such a phase moves the paraxial best focus by 4.6~nm here. If it is the same for both orientations, both foci move together. If the orientations differ, as they may under polarized illumination, each degree of difference changes the separation by that amount. Five degrees would outweigh the astigmatism.

\section{Variation 1: another mask and spherical aberration}

\textit{The grating now has pitch 600~nm and clear spaces of 30\,\% of the pitch, and all its diffracted orders carry an extra phase of $+10^\circ$ relative to order 0, which is a delay in the convention used here. The lens also has 20 milliwaves of fringe primary spherical aberration, $6\rho^4-6\rho^2+1$. The disc source is kept. What is the paraxial separation?}

The argument for $z=0$ no longer applies, because further order pairs contribute and the phases do not vanish together. The displacement (\ref{shift}) survives: the spherical term adds the same function of $\rho$ to the phase on both sides. The disc source is unchanged by a rotation through $90^\circ$, and so is the spherical aberration. Without astigmatism, the two orientations therefore have the same fringe amplitude $F(z)$. With astigmatism the curves are $F(z-\Delta)$ for V and $F(z+\Delta)$ for H. If $F$ has a single highest maximum at $z_0$, then
\begin{equation}
z_V=z_0+\Delta,\qquad z_H=z_0-\Delta,\qquad z_V-z_H=2\Delta .
\end{equation}
The search gives $z_0=+18.6$~nm, so the foci lie near $+29.3$ and $+7.9$~nm, and the separation is again 21.44~nm. The same reasoning holds for any other measure of focus with a single best value. A source without this symmetry could give the two orientations different $z_0$, and the separation would then contain that difference as well.

\section{Variation 2: defocus beyond the paraxial form}

\textit{Explain why exact defocus reduces the separation for the 360~nm grating, and estimate the reduced value.}

For the pair $(0,+1)$ of the vertical grating, let $A$ be the difference of $u^2$ between the two orders and $G$ that of $1-\sqrt{1-\mathrm{NA}^2\rho^2}$:
\begin{align}
A&=(s_x+q)^2-s_x^2=q^2+2s_xq,\\
G&=\sqrt{1-\mathrm{NA}^2(s_x^2+s_y^2)}-\sqrt{1-\mathrm{NA}^2[(s_x+q)^2+s_y^2]} .
\end{align}
The phase of the pair is $\psi=(2\pi/\lambda)(c\lambda A-zG)$. The pair $(-1,0)$ at the opposite source point $-s$ has the phase $-\psi$. For a source symmetric under inversion, the two combine into a cosine:
\begin{equation}
I_1=2a_0a_1\sum_s{}^{'}\,w_s\cos\psi ,
\end{equation}
where the prime restricts the sum to points that pass both orders. The astigmatic part of $\psi$ is at most $2\pi c=0.063$ in size, so near best focus $\cos\psi\approx1-\psi^2/2$. The largest $I_1$ then belongs to the smallest $\sum' w_s(c\lambda A-zG)^2$. Setting the derivative with respect to $z$ to zero gives
\begin{equation}
\sum_s{}^{'}\,w_sG(c\lambda A-zG)=0
\quad\Longrightarrow\quad
z_V=c\lambda\,\frac{\sum' w_sAG}{\sum' w_sG^2}.
\label{lsq}
\end{equation}
Rotation by $90^\circ$ reverses the sign of $c$, so for the disc source $z_H=-z_V$.

To find the direction of the change, put $t=\mathrm{NA}^2\rho^2$. The function $1-\sqrt{1-t}$ has slope $1/(2\sqrt{1-t})$, which lies between $\tfrac12$ and $\tfrac12\times1.25$ inside this pupil, since $\sqrt{1-0.36}=0.8$. The two orders differ in $t$ by $\mathrm{NA}^2A$, hence $G=\tfrac12\mathrm{NA}^2A\,g$ with $1\le g\le1.25$. Inserting this in (\ref{lsq}),
\begin{equation}
z_V=\frac{2c\lambda}{\mathrm{NA}^2}\,\frac{\sum' w_sA^2g}{\sum' w_sA^2g^2}.
\end{equation}
Because $g\le g^2\le1.25\,g$, the last fraction lies between 0.8 and 1. In this small-phase estimate the separation must fall between 17.2 and 21.4~nm. As $z$ grows, oblique waves fall behind the axial wave in phase faster than the paraxial form says, so less defocus is needed to compensate the same astigmatism.

Evaluating (\ref{lsq}) over the disc source gives the separation $z_V-z_H=2z_V=19.6$~nm, and the direct search with exact defocus gives 19.6~nm as well. The paraxial limit can be seen by reducing the aperture to 0.06 and raising the pitch to 3600~nm, which keeps $q$ fixed. The exact search then gives 2142.8~nm and $4c\lambda/\mathrm{NA}^2$ gives 2144.4~nm, a difference of less than 0.1\,\%.

\section*{Numbers as computed}
\begin{verbatim}
wavelength: 193 nm
numerical aperture: 0.6 (dimensionless)
astigmatism coefficient: 10.0 milliwaves
wavefront error at pupil edge: 1.93 nm
grating pitch: 360 nm
source radius sigma: 0.6 (pupil radii)
order spacing q: 0.8935 (pupil radii)
mask order amplitudes a0, a1: 0.5000, 0.3183 (dimensionless)
formula, separation: 21.44 nm
search, vertical-line best focus: +10.72 nm
search, horizontal-line best focus: -10.72 nm
search, separation: 21.44 nm
fringe amplitude in focus: 0.17398 (clear-field intensity)
amplitude loss at compromise focus: 0.050 %
90 % focus window, no astigmatism: 309.4 nm
90 % common window, with astigmatism: 288.0 nm
exact/paraxial defocus path at pupil edge: 1.111 (ratio)
separation, exact defocus: 19.60 nm
separation, exact defocus, finer source: 19.61 nm
separation, least-squares estimate: 19.60 nm
separation, exact defocus and vector: 19.59 nm
resist thickness: 300 nm
resist index: 1.7 (dimensionless)
separation, exact defocus, resist average: 19.61 nm
common focus offset from resist: -83.0 nm
focus shift per 1 degree mask-order phase: +4.64 nm
other mask: pitch 600 nm, space 30 %, phase 10 deg, spherical 20 mwaves
other mask, common focus shift: +18.6 nm
other mask, separation: 21.44 nm
small-aperture test, NA: 0.06 (dimensionless)
small-aperture test, exact search: 2142.8 nm
small-aperture test, formula: 2144.4 nm
rms of example wavefront: 4.08 milliwaves
separation if 10 milliwaves were rms: 52.5 nm
\end{verbatim}
